# Two-magnon bound state in the ferromagnetic chain from the ladder sum: a numerical check

```python
"""Two-magnon ladder in the spin-1/2 ferromagnetic chain.

H = -J sum_i S_i.S_(i+1), J > 0, energies measured from the ferromagnetic state.
Result under test: for total momentum 0 < K <= pi the summed ladder has one pole,
    E_b = (J/2)(1 - cos K),
lying J(1-c)^2 below the two-magnon continuum, where c = cos(K/2).
Symbols: g_r  free pair propagator at relative distance r,
         U    on-site repulsion (infinite for real spins),
         x    decay factor, E = 2J - J c (x + 1/x), 0 < x < 1,
         T    scattering amplitude for two flips on neighbouring sites.
Independent road: the spin Hamiltonian of a finite ring, and quadrature for g_r.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import brentq

J = 1.0
N_SITES = 63
Q = 2 * np.pi * np.arange(40000) / 40000
COS_Q, COS_2Q = np.cos(Q), np.cos(2 * Q)


def spin_hamiltonian(n_sites, n_flips):
    """-J sum (S.S - 1/4) = (J/2) sum (1 - exchange) with n_flips flipped spins."""
    states = list(combinations(range(n_sites), n_flips))
    index = {s: a for a, s in enumerate(states)}
    h = np.zeros((len(states), len(states)))
    for s, a in index.items():
        occupied = set(s)
        for i in range(n_sites):
            j = (i + 1) % n_sites
            if (i in occupied) != (j in occupied):
                b = index[tuple(sorted(occupied ^ {i, j}))]
                h[a, a] += J / 2
                h[b, a] -= J / 2
    return h, index


def momentum_block(h, index, m):
    """Two-flip block at K = 2 pi m / N; basis: separation d = 1..(N-1)/2."""
    n = N_SITES
    basis = np.zeros((len(index), (n - 1) // 2), dtype=complex)
    for d in range(1, (n - 1) // 2 + 1):
        for site in range(n):
            pair = tuple(sorted((site, (site + d) % n)))
            basis[index[pair], d - 1] = np.exp(2j * np.pi * m * site / n) / np.sqrt(n)
    return basis.conj().T @ (h @ basis)


def free_propagators(energy, K):
    """g_0, g_1, g_2 by quadrature over the relative momentum."""
    w = 1 / (energy - 2 * J * (1 - np.cos(K / 2) * COS_Q))
    return w.mean(), (w * COS_Q).mean(), (w * COS_2Q).mean()


def neighbour_propagator(energy, K, U=np.inf):
    """Neighbour-to-neighbour propagator with all on-site rungs summed."""
    g0, g1, g2 = free_propagators(energy, K)
    onsite_t = -1 / g0 if np.isinf(U) else U / (1 - U * g0)
    return g0 + g2 + 2 * g1**2 * onsite_t


def ladder_t(energy, K):
    return -J / (1 + J * neighbour_propagator(energy, K))


def continuum_bottom(K):
    return 2 * J * (1 - np.cos(K / 2))


def ladder_pole(K, U=np.inf):
    return brentq(lambda e: 1 + J * neighbour_propagator(e, K, U),
                  -5 * J, continuum_bottom(K) - 1e-6 * J, xtol=1e-13)


def decay_factor(energy, K):
    y = (2 * J - energy) / (2 * J * np.cos(K / 2))
    return y - np.sqrt(y * y - 1)


def bethe_energy(K):
    return J / 2 * (1 - np.cos(K))


def boson_lowest(K, U, reach=80):
    """Lowest level of the relative motion of two soft bosons, diagonalized."""
    r = np.arange(-reach, reach + 1)
    diag = 2 * J + U * (r == 0) - J * (abs(r) == 1)
    hop = -J * np.cos(K / 2) * np.ones(2 * reach)
    return np.linalg.eigvalsh(np.diag(diag) + np.diag(hop, 1) + np.diag(hop, -1))[0]


# Bond operator: S.S = exchange/2 - 1/4, from the spin matrices themselves
sx = np.array([[0, 1], [1, 0]]) / 2
sy = np.array([[0, -1j], [1j, 0]]) / 2
sz = np.diag([0.5, -0.5])
exchange = np.eye(4)[[0, 2, 1, 3]]
assert np.allclose(sum(np.kron(s, s) for s in (sx, sy, sz)), exchange / 2 - np.eye(4) / 4)

# One-magnon dispersion
h_one, _ = spin_hamiltonian(N_SITES, 1)
k_ring = 2 * np.pi * np.arange(N_SITES) / N_SITES
assert np.allclose(np.linalg.eigvalsh(h_one), np.sort(J * (1 - np.cos(k_ring))), atol=1e-10)

# Two flips on the ring: bound energy, no other level outside the continuum
h_two, index_two = spin_hamiltonian(N_SITES, 2)
for m in (15, 21, 26, 31):
    K_m = 2 * np.pi * m / N_SITES
    levels = np.linalg.eigvalsh(momentum_block(h_two, index_two, m))
    assert abs(levels[0] - bethe_energy(K_m)) < 1e-6
    assert levels[1] > continuum_bottom(K_m) - 1e-9
    assert levels[-1] < 2 * J * (1 + np.cos(K_m / 2)) + 1e-9
lowest_K0 = np.linalg.eigvalsh(momentum_block(h_two, index_two, 0))[0]
assert abs(lowest_K0) < 1e-9

# Closed forms of the propagators against quadrature
for K_t in (0.7, 1.6, 2.6):
    for depth in (0.02, 0.3, 2.0):
        e_t = continuum_bottom(K_t) - depth * J
        x_t, c_t = decay_factor(e_t, K_t), np.cos(K_t / 2)
        closed = [-x_t**(r + 1) / (J * c_t * (1 - x_t**2)) for r in range(3)]
        assert np.allclose(free_propagators(e_t, K_t), closed, rtol=1e-9)
        assert abs(neighbour_propagator(e_t, K_t) + x_t / (J * c_t)) < 1e-9

# Pole of the ladder at several K; none at K = 0
table = []
for fraction in (0.25, 0.5, 2 / 3, 1.0):
    K_t = fraction * np.pi
    pole = ladder_pole(K_t)
    assert abs(pole - bethe_energy(K_t)) < 1e-8
    gap = continuum_bottom(K_t) - pole
    assert abs(gap - J * (1 - np.cos(K_t / 2))**2) < 1e-8
    table.append((fraction, continuum_bottom(K_t), pole, gap))
assert all(1 + J * neighbour_propagator(-e, 0.0) > 0 for e in np.logspace(-4, 1, 30))

# Worked example
m_ex = N_SITES // 3
K = 2 * np.pi * m_ex / N_SITES
c = np.cos(K / 2)
block = momentum_block(h_two, index_two, m_ex)
ring_levels, ring_vectors = np.linalg.eigh(block)
E_b = ladder_pole(K)


def spin_ring_t(energy):
    """T = V + V G V with the full spin resolvent between neighbour pairs."""
    resolvent = np.linalg.inv(energy * np.eye(len(block)) - block)
    return -J + J**2 * resolvent[0, 0].real


E_low, E_gap = 0.5 * J, 0.9 * J
ratio_low = -J * neighbour_propagator(E_low, K)
ratio_gap = -J * neighbour_propagator(E_gap, K)
for e_t in (E_low, E_gap):
    assert abs(ladder_t(e_t, K) - spin_ring_t(e_t)) < 1e-7


def rung_sums(energy, count):
    g, t, sums = neighbour_propagator(energy, K), 0.0, []
    for _ in range(count):
        t = -J - J * g * t
        sums.append(t)
    return sums


sums_low, sums_gap = rung_sums(E_low, 200), rung_sums(E_gap, 40)
assert abs(sums_low[-1] - spin_ring_t(E_low)) < 1e-7
assert ratio_low < 1 < ratio_gap and abs(sums_gap[-1]) > 1000 * J

# Residue of T and the pair distribution
step = 1e-4 * J
residue = (step * ladder_t(E_b + step, K) - step * ladder_t(E_b - step, K)) / 2
prob = abs(ring_vectors[:, 0])**2
distance = np.arange(1, len(prob) + 1)
mean_distance = distance @ prob
assert abs(residue - J**2 * (1 - c**2)) < 1e-5
assert np.allclose(prob, (1 - c**2) * c**(2 * (distance - 1)), atol=1e-8)
assert abs(mean_distance - 1 / (1 - c**2)) < 1e-7

# Soft bosons: the hard core is needed
soft = {U: ladder_pole(K, U) for U in (0.0, 10.0, 100.0, 1000.0)}
for U, e_soft in soft.items():
    assert abs(e_soft - boson_lowest(K, U)) < 1e-8
errors = [E_b - e for e in soft.values()]
assert all(a > b > 0 for a, b in zip(errors, errors[1:])) and errors[-1] < 1e-3
soft_K0 = ladder_pole(0.0, 0.0)
assert abs(soft_K0 - boson_lowest(0.0, 0.0)) < 1e-8 and soft_K0 < 0

print("Energies in units of J")
print(f"sites in the test ring: {N_SITES}")
print("K/pi, continuum bottom, ladder pole, binding energy:")
for row in table:
    print("  %.4f  %.6f  %.6f  %.6f" % row)
print(f"Example: K = {K:.6f} rad, c = cos(K/2) = {c:.6f}")
print(f"continuum bottom = {continuum_bottom(K):.6f} J")
print(f"continuum top = {2 * J * (1 + c):.6f} J")
print(f"ladder pole E_b = {E_b:.8f} J")
print(f"spin ring lowest level = {ring_levels[0]:.8f} J")
print(f"spin ring second level = {ring_levels[1]:.6f} J")
print(f"binding energy = {continuum_bottom(K) - E_b:.6f} J")
for name, e_t, ratio in (("below pole", E_low, ratio_low), ("in gap", E_gap, ratio_gap)):
    print(f"{name}: E = {e_t:.2f} J, x = {decay_factor(e_t, K):.6f}, ratio x/c = {ratio:.6f}")
    print(f"  T ladder = {ladder_t(e_t, K):.6f} J, T spin ring = {spin_ring_t(e_t):.6f} J")
for n in (1, 2, 5, 10, 20, 40):
    print(f"sum of {n} rungs: E=0.5J {sums_low[n-1]:.6f} J, E=0.9J {sums_gap[n-1]:.4f} J")
print(f"residue of T at the pole = {residue:.6f} J^2")
for d in range(1, 5):
    print(f"probability of separation {d} = {prob[d-1]:.6f}")
print(f"mean separation = {mean_distance:.6f} lattice constants")
for U, e_soft in soft.items():
    print(f"pole for U = {U:.0f} J: {e_soft:.6f} J")
print(f"K = 0, U = 0: spurious pole = {soft_K0:.6f} J")
print(f"K = 0, spin ring lowest level = {abs(lowest_K0):.6f} J")
print("all good")
```

Output:

```
Energies in units of J
sites in the test ring: 63
K/pi, continuum bottom, ladder pole, binding energy:
  0.2500  0.152241  0.146447  0.005794
  0.5000  0.585786  0.500000  0.085786
  0.6667  1.000000  0.750000  0.250000
  1.0000  2.000000  1.000000  1.000000
Example: K = 2.094395 rad, c = cos(K/2) = 0.500000
continuum bottom = 1.000000 J
continuum top = 3.000000 J
ladder pole E_b = 0.75000000 J
spin ring lowest level = 0.75000000 J
spin ring second level = 1.005661 J
binding energy = 0.250000 J
below pole: E = 0.50 J, x = 0.381966, ratio x/c = 0.763932
  T ladder = -4.236068 J, T spin ring = -4.236068 J
in gap: E = 0.90 J, x = 0.641742, ratio x/c = 1.283485
  T ladder = 3.527525 J, T spin ring = 3.527525 J
sum of 1 rungs: E=0.5J -1.000000 J, E=0.9J -1.0000 J
sum of 2 rungs: E=0.5J -1.763932 J, E=0.9J -2.2835 J
sum of 5 rungs: E=0.5J -3.133929 J, E=0.9J -8.7589 J
sum of 10 rungs: E=0.5J -3.949314 J, E=0.9J -39.2660 J
sum of 20 rungs: E=0.5J -4.216657 J, E=0.9J -515.6132 J
sum of 40 rungs: E=0.5J -4.235979 J, E=0.9J -76397.6666 J
residue of T at the pole = 0.750000 J^2
probability of separation 1 = 0.750000
probability of separation 2 = 0.187500
probability of separation 3 = 0.046875
probability of separation 4 = 0.011719
mean separation = 1.333333 lattice constants
pole for U = 0 J: 0.482474 J
pole for U = 10 J: 0.716296 J
pole for U = 100 J: 0.746290 J
pole for U = 1000 J: 0.749625 J
K = 0, U = 0: spurious pole = -0.382976 J
K = 0, spin ring lowest level = 0.000000 J
all good
```
